# The static exchange-correlation kernel of a meta-GGA in a periodic insulator: a program that tests the result

```python
# Result under test (Rydberg units, 1D model insulator, spin-degenerate filled band):
#   h = -d2/dx2 + v_s, tau = sum f |psi'|^2, E_xc = int eps(n, n', tau), f = d2E_xc/dn dn (static, OEP)
#   f_00(q) -> alpha/q^2, alpha = a_NV + a_fl + a_tt
#   a_NV = -wbar q^2 [chi^-1]_00, w = d eps/d tau, wbar = cell average of w
#   a_fl = -q^2 d[chi_lam^-1]_00/dlam for h_lam = h + lam(-d wt d - u), wt = w - wbar, u = OEP of int wt tau
#   a_tt = < eps_tautau |q dtau|^2 >, dtau = D dn, D = chi_tau chi^-1, chi_tau = dtau/dv_s
#   For w = c constant: u = -c v_s and f = -c chi^-1.  In a metal q^2 chi^-1 -> 0.
# Independent road: density-to-potential inversion on a ring and finite differences of energies.
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.constants import physical_constants as pc

RY_EV = pc['Rydberg constant times hc in eV'][0]
BOHR_A = pc['Bohr radius'][0] * 1e10
a, V1, V2, A, beta = 4.0, 0.5, 0.25, 0.5, 0.2
G0 = 2 * np.pi / a
MO, MP, NX, DL = 28, 18, 256, 0.01
m = np.arange(-MO, MO + 1); g = np.arange(-MP, MP + 1); nb = m.size
body = g != 0
xc = np.arange(NX) * a / NX
vs = lambda x: V1 * np.cos(G0 * x) + V2 * np.sin(2 * G0 * x)
toep = lambda F: F[(m[:, None] - m[None, :]) % NX]
vF = np.fft.fft(vs(xc)) / NX
Vm = toep(vF); Z = np.zeros((nb, nb))
Em = np.exp(1j * G0 * np.outer(xc, m)); Eg = np.exp(1j * G0 * np.outer(xc, g))

n_, s_, t_ = sp.symbols('n s t')
ind = (t_ - s_**2 / (4 * n_)) / (sp.pi**2 * n_**3 / 12)
eps = -A * n_**2 * (1 + beta * ind / (1 + ind))
fn = lambda e: sp.lambdify((n_, s_, t_), e, 'numpy')
f_eps, f_w, f_ind = fn(eps), fn(sp.diff(eps, t_)), fn(ind)
f_nn, f_ss, f_tt = fn(sp.diff(eps, n_, 2)), fn(sp.diff(eps, s_, 2)), fn(sp.diff(eps, t_, 2))
f_nt, f_st = fn(sp.diff(eps, n_, t_)), fn(sp.diff(eps, s_, t_))

def kgrid(nk):
    return G0 * (np.arange(nk) - nk // 2) / nk

def solve_k(k, lam, Wm, Um):
    p = k + G0 * m
    e, C = np.linalg.eigh(np.diag(p**2) + Vm + lam * (np.outer(p, p) * Wm - Um))
    return p, e, C

def shift(vec, sign):
    pad = np.zeros(nb + 2 * MP, complex); pad[MP:MP + nb] = vec
    return pad[MP + np.arange(nb)[None, :] + sign * g[:, None]]

def response(q, nk, lam=0.0, Wm=Z, Um=Z):
    """chi and chi_tau; for q = 0 the G = 0 density vertex is its k.p limit divided by q."""
    chi = np.zeros((g.size, g.size), complex); cht = chi.copy()
    for k in kgrid(nk):
        p1, e1, C1 = solve_k(k, lam, Wm, Um)
        p2, e2, C2 = solve_k(k + q, lam, Wm, Um) if q else (p1, e1, C1)
        r1 = shift(C1[:, 0], -1) @ C2[:, 1:].conj()
        t1 = shift(p1 * C1[:, 0], -1) @ (p2[:, None] * C2[:, 1:]).conj()
        r2 = shift(C2[:, 0].conj(), 1) @ C1[:, 1:]
        t2 = shift((p2 * C2[:, 0]).conj(), 1) @ (p1[:, None] * C1[:, 1:])
        if not q:
            vel = np.diag(2 * p1) + lam * (p1[:, None] + p1[None, :]) * Wm
            r1[MP] = (C1[:, 1:].conj().T @ vel @ C1[:, 0]) / (e1[1:] - e1[0])
            r2[MP] = (C1[:, 0].conj() @ vel @ C1[:, 1:]) / (e1[0] - e1[1:])
        for r, t, F in ((r1, t1, 1 / (e1[0] - e2[1:])), (r2, t2, 1 / (e2[0] - e1[1:]))):
            chi += (r.conj() * F) @ r.T
            cht += (t.conj() * F) @ r.T
    return 2 * chi / (nk * a), 2 * cht / (nk * a)

def oep(wF, chi0, cht0):
    uF = np.zeros(NX, complex)
    uF[g[body] % NX] = np.linalg.solve(chi0[np.ix_(body, body)], cht0[:, body].conj().T @ wF[g % NX])
    return uF

def tau_kernel(q, nk, wF, uF):
    Xp, Xm = (np.linalg.inv(response(q, nk, l, toep(wF), toep(uF))[0]) for l in (DL, -DL))
    return -(Xp - Xm) / (2 * DL)

def setup(nk):
    n = np.zeros(NX); s = n.copy(); t = n.copy(); ev, ec = [], []
    for k in kgrid(nk):
        p, e, C = solve_k(k, 0.0, Z, Z)
        u, du = Em @ C[:, 0], Em @ (1j * p * C[:, 0])
        n += 2 * abs(u)**2; s += 4 * (u.conj() * du).real; t += 2 * abs(du)**2
        ev.append(e[0]); ec.append(e[1])
    arg = (n / (nk * a), s / (nk * a), t / (nk * a))
    w = f_w(*arg); wF = np.fft.fft(w - w.mean()) / NX
    chi0, cht0 = response(0.0, nk)
    return dict(nk=nk, arg=arg, w=w, wF=wF, uF=oep(wF, chi0, cht0), chi0=chi0, cht0=cht0,
                gap=min(ec) - max(ev))

def pieces(q, st):
    """Parts of f_00(q); for q = 0 the singular parts come out as alpha."""
    chi, cht = response(q, st['nk']) if q else (st['chi0'], st['cht0'])
    X = np.linalg.inv(chi); D = cht @ X[:, MP]; y = Eg @ D; arg = st['arg']
    B = np.mean((f_nt(*arg) - 1j * q * f_st(*arg)) * y)
    return dict(X=X, D=D, B=B, nv=-st['w'].mean() * X[MP, MP].real,
                fl=tau_kernel(q, st['nk'], st['wF'], st['uF'])[MP, MP].real,
                tt=np.mean(f_tt(*arg) * abs(y)**2),
                loc=np.mean(f_nn(*arg) + q * q * f_ss(*arg)) + 2 * B.real)

# ---- crystal: k.p limit against finite q
st = setup(48); lim = pieces(0.0, st)
assert abs(st['arg'][0].mean() * a - 2) < 1e-10 and st['gap'] > 0.1
qs = (0.02, 0.01); fin = [pieces(q, st) for q in qs]
scale = abs(lim['nv']) + abs(lim['fl']) + abs(lim['tt'])
for key in ('nv', 'fl', 'tt'):   # Richardson extrapolation leaves O(q^4)
    extrap = (4 * qs[1]**2 * fin[1][key] - qs[0]**2 * fin[0][key]) / 3
    assert abs(extrap - lim[key]) < 1e-3 * scale
assert abs(fin[0]['loc'] - fin[1]['loc']) < 0.05 * max(1.0, abs(fin[1]['loc']))
assert abs(lim['B'].real) < 1e-6 * abs(lim['B'].imag)
errw = [np.linalg.norm(q * p['X'][body, MP] - lim['X'][body, MP]) for q, p in zip(qs, fin)]
errd = [np.linalg.norm(q * p['D'] - lim['D']) for q, p in zip(qs, fin)]
assert errw[1] < 0.6 * errw[0] and errd[1] < 0.6 * errd[0]
head, X00 = st['chi0'][MP, MP].real, lim['X'][MP, MP].real
assert head < 1 / X00 < 0
X00_small = np.linalg.inv(st['chi0'][4:-4, 4:-4])[MP - 4, MP - 4].real
assert abs(X00_small / X00 - 1) < 1e-5
# ---- constant w = c
c = -0.1; cF = np.zeros(NX, complex); cF[0] = c
uc = oep(cF, st['chi0'], st['cht0'])
assert abs(uc + c * vF).max() < 1e-9
Kc = tau_kernel(qs[0], 48, cF, uc)
err_c = np.linalg.norm(Kc + c * fin[0]['X']) / np.linalg.norm(Kc)
assert err_c < 1e-5

# ---- ring: kernel head from its definition
NC, eta = 8, 1e-4
L = NC * a; NG = 40 * NC; dx = L / NG; x = dx * np.arange(NG); qr = 2 * np.pi / L
kx = 2 * np.pi * np.fft.fftfreq(NG, dx); kd = kx.copy(); kd[NG // 2] = 0
T = np.fft.ifft(kx[:, None]**2 * np.fft.fft(np.eye(NG), axis=0), axis=0).real
def ring(v):
    e, C = np.linalg.eigh(T + np.diag(v))
    dC = np.fft.ifft(1j * kd[:, None] * np.fft.fft(C[:, :NC], axis=0), axis=0).real
    o = C[:, :NC]
    return e, C, (2 * (o**2).sum(1) / dx, 4 * (o * dC).sum(1) / dx, 2 * (dC**2).sum(1) / dx)
def invert(target):
    v = vs(x)
    for _ in range(6):
        e, C, arg = ring(v)
        P = (C[:, :NC, None] * C[:, None, NC:]).reshape(NG, -1)
        F = (1 / (e[:NC, None] - e[None, NC:])).ravel()
        v = v + np.linalg.solve(4 / dx * (P * F) @ P.T - 1.0 / NG, target - arg[0])
    arg = ring(v)[2]
    assert abs(arg[0] - target).max() < 1e-10
    return arg
arg0 = ring(vs(x))[2]; w0 = f_w(*arg0)
en = lambda arg: dx * np.array([arg[2].sum(), (w0 * arg[2]).sum(), f_eps(*arg).sum()])
E = {j: en(invert(arg0[0] + 2 * j * eta * np.cos(qr * x))) for j in (-2, -1, 1, 2)}
brute = (16 * (E[1] + E[-1]) - E[2] - E[-2] - 30 * en(arg0)) / (12 * eta**2 * 2 * L)
pr = pieces(qr, setup(NC))
form = np.array([-pr['X'][MP, MP].real, pr['nv'] + pr['fl'], pr['nv'] + pr['fl'] + pr['tt'] + pr['loc']])
assert abs(brute[0] / form[0] - 1) < 1e-4
for i in (1, 2):   # finite-difference errors in eta and lambda
    assert abs(brute[i] - form[i]) < 1e-4 * (abs(pr['nv']) + abs(form[i]))

# ---- metal: free electrons at the same mean density
kF = np.pi * (2 / a) / 2
def chi_free(q):
    d = lambda k: 1 / (k * k - (k + q)**2)
    return (quad(d, kF - q, kF)[0] - quad(d, -kF - q, -kF)[0]) / np.pi
for q in qs:
    assert abs(-chi_free(q) * np.pi * kF - 1) < 1e-3

alpha = lim['nv'] + lim['fl'] + lim['tt']; n0 = st['arg'][0]; t0 = f_ind(*st['arg']); w = st['w']
print(f"a = {a} bohr, G = {G0:.5f} 1/bohr, V1 = {V1} Ry, V2 = {V2} Ry")
print(f"A = {A} Ry bohr, beta = {beta}, k points = {st['nk']}")
print(f"gap = {st['gap']:.5f} Ry = {st['gap'] * RY_EV:.3f} eV")
print(f"n min, mean, max = {n0.min():.4f} {n0.mean():.4f} {n0.max():.4f} 1/bohr")
print(f"indicator t min, max = {t0.min():.4f} {t0.max():.4f}")
print(f"w min, max = {w.min():.5f} {w.max():.5f}; wbar = {w.mean():.5f}")
print(f"lim chi_00/q^2 = {head:.5f} bohr/Ry")
print(f"lim Schur complement/q^2 = {1 / X00:.5f} bohr/Ry")
print(f"lim q^2 [chi^-1]_00 = {X00:.5f} Ry/bohr")
print(f"relative change on cutting |G| from {MP} to {MP - 4} G: {abs(X00_small / X00 - 1):.1e}")
for name, val in (('NV', lim['nv']), ('fl', lim['fl']), ('tt', lim['tt']), ('total', alpha)):
    print(f"alpha_{name} = {val:.5f} Ry/bohr")
print(f"alpha_NV, alpha_total = {lim['nv'] * RY_EV / BOHR_A:.4f} {alpha * RY_EV / BOHR_A:.4f} eV/angstrom")
print(f"alpha_NV/alpha_total = {lim['nv'] / alpha:.4f}")
print(f"c_eff = {-(lim['nv'] + lim['fl']) / X00:.5f}")
print(f"b = lim qB: Re = {lim['B'].real:.1e}, Im = {lim['B'].imag:.5f} Ry")
for q, p in zip(qs, fin):
    print(f"q = {q} 1/bohr: q^2 f NV, fl, tt = {q*q*p['nv']:.5f} {q*q*p['fl']:.5f} {q*q*p['tt']:.5f} Ry/bohr")
    print(f"   regular part of f_00 = {p['loc']:.4f} Ry bohr")
print(f"constant w = {c}: alpha = {-c * X00:.5f} Ry/bohr, matrix identity error {err_c:.1e}")
print(f"ring: {NC} cells, q = {qr:.5f} 1/bohr, eta = {eta} 1/bohr")
for name, u1, u2 in zip(('T_s', 'int w tau', 'E_xc'), brute, form):
    print(f"ring head of {name}: definition {u1:.5f}, formula {u2:.5f} Ry bohr")
print(f"ring parts NV, fl, tt, regular = {pr['nv']:.5f} {pr['fl']:.5f} {pr['tt']:.5f} {pr['loc']:.5f} Ry bohr")
print(f"metal: kF = {kF:.5f} 1/bohr, N(EF) = {1 / (np.pi * kF):.5f} 1/(Ry bohr)")
for q in qs:
    print(f"metal q = {q}: chi = {chi_free(q):.5f} 1/(Ry bohr), q^2/chi = {q*q/chi_free(q):.2e} Ry/bohr")
print("OK")
```

Output:

```
a = 4.0 bohr, G = 1.57080 1/bohr, V1 = 0.5 Ry, V2 = 0.25 Ry
A = 0.5 Ry bohr, beta = 0.2, k points = 48
gap = 0.49922 Ry = 6.792 eV
n min, mean, max = 0.2238 0.5000 0.8362 1/bohr
indicator t min, max = 0.0510 17.1245
w min, max = -0.13956 -0.00165; wbar = -0.07524
lim chi_00/q^2 = -2.68297 bohr/Ry
lim Schur complement/q^2 = -1.30313 bohr/Ry
lim q^2 [chi^-1]_00 = -0.76738 Ry/bohr
relative change on cutting |G| from 18 to 14 G: 0.0e+00
alpha_NV = -0.05774 Ry/bohr
alpha_fl = -0.15004 Ry/bohr
alpha_tt = 0.02710 Ry/bohr
alpha_total = -0.18067 Ry/bohr
alpha_NV, alpha_total = -1.4845 -4.6453 eV/angstrom
alpha_NV/alpha_total = 0.3196
c_eff = -0.27076
b = lim qB: Re = -5.9e-18, Im = 0.00635 Ry
q = 0.02 1/bohr: q^2 f NV, fl, tt = -0.05787 -0.15005 0.02724 Ry/bohr
   regular part of f_00 = -1.0328 Ry bohr
q = 0.01 1/bohr: q^2 f NV, fl, tt = -0.05777 -0.15004 0.02714 Ry/bohr
   regular part of f_00 = -1.0328 Ry bohr
constant w = -0.1: alpha = -0.07674 Ry/bohr, matrix identity error 3.1e-10
ring: 8 cells, q = 0.19635 1/bohr, eta = 0.0001 1/bohr
ring head of T_s: definition 25.54285, formula 25.54285 Ry bohr
ring head of int w tau: definition -5.77074, formula -5.77074 Ry bohr
ring head of E_xc: definition -5.68290, formula -5.68290 Ry bohr
ring parts NV, fl, tt, regular = -1.92438 -3.84636 1.12935 -1.04151 Ry bohr
metal: kF = 0.78540 1/bohr, N(EF) = 0.40528 1/(Ry bohr)
metal q = 0.02: chi = -0.40531 1/(Ry bohr), q^2/chi = -9.87e-04 Ry/bohr
metal q = 0.01: chi = -0.40529 1/(Ry bohr), q^2/chi = -2.47e-04 Ry/bohr
OK
```
